**Steady adatom coverage between two absorbing steps**

For steps $L$ sites apart, flux $F$ in monolayers per second and diffusion coefficient $D$ in sites squared per second, the excess coverage is $\theta(x)=Fx(L-x)/(2D)$, with peak $FL^2/(8D)$. Here $x$ is the distance from one step, and $\theta$ is measured from the equilibrium coverage at the steps. The program solves the site-by-site balance as a linear system for three parameter sets and asserts the profile, the peak and the supply of atoms to a step. It also asserts the relaxation law against the eigenmodes of the lattice operator, and the corrections for moving steps against a finite-difference solution at $vL/D=0.1$, where $v$ is the step speed. For $L=100$, $F=0.1$ and $D=10^6$ the output gives a peak of $1.25\times10^{-4}$ and a relaxation time of 1.01 ms. A random-walk simulation without pairing gives a mean coverage 8 % above the calculated one, within the asserted tolerance of 20 %. With permanent pairing, a fraction 0.20 of the deposited atoms is lost in pairs, and the program asserts that this fraction exceeds 0.08. The result therefore requires that small clusters break up again.

## Check in Python

```python
"""
Result under test: between absorbing steps L sites apart, with flux F and
diffusion coefficient D, the steady excess adatom coverage is
    theta(x) = F x (L - x) / (2 D),   peak = F L^2 / (8 D).
F: monolayers per second; D: sites^2 per second (hop rate per direction on a
square lattice, total hop rate 4 D); x: distance from one step in sites;
theta: adatoms per site above the equilibrium value held at the steps.
Adatoms vanish only at steps: no desorption and no lasting clusters.
Also tested: relaxation time, effect of step motion, and how often adatoms
would pair if every meeting were permanent.
"""
import random
import numpy as np
from scipy.linalg import solve_banded

L, F, D = 100, 0.1, 1.0e6


def lattice_operator(length, diffusion):
    """Minus the hopping operator on the sites between two absorbing steps."""
    n = length - 1
    return diffusion * (2 * np.eye(n) - np.eye(n, k=1) - np.eye(n, k=-1))


# Steady state from the site-by-site balance, for several parameter sets
for length, flux, diffusion in [(L, F, D), (40, 0.7, 3.0e4), (160, 0.02, 5.0e6)]:
    theta = np.linalg.solve(lattice_operator(length, diffusion),
                            flux * np.ones(length - 1))
    x = np.arange(1, length)
    assert np.allclose(theta, flux * x * (length - x) / (2 * diffusion),
                       rtol=1e-9, atol=0)
    assert abs(theta.max() / (flux * length**2 / (8 * diffusion)) - 1) < 1e-9
    assert x[np.argmax(theta)] == length // 2
    # atoms reaching a step from both sides, plus those landing on its own site
    supply = diffusion * (theta[0] + theta[-1]) + flux
    assert abs(supply / (flux * length) - 1) < 1e-9

operator = lattice_operator(L, D)
theta = np.linalg.solve(operator, F * np.ones(L - 1))
peak = theta[L // 2 - 1]
quarter = theta[L // 4 - 1]
mean = theta.sum() / L
assert abs(peak - 1.25e-4) < 1e-12
# the lattice mean differs from the continuum mean by a relative 1/L^2
assert abs(mean / (2 * peak / 3) - 1) < 2 / L**2

# Relaxation from zero excess, using the eigenmodes of the lattice operator
rates, modes = np.linalg.eigh(operator)
tau = L**2 / (np.pi**2 * D)
assert abs(rates[0] * tau - 1) < 1e-3      # lattice correction of order 1/L^2
time = 5.0e-3
amplitudes = modes.T @ (F * np.ones(L - 1))
theta_t = modes @ (amplitudes * (1 - np.exp(-rates * time)) / rates)
missing = 1 - theta_t[L // 2 - 1] / peak
assert abs(missing / (32 / np.pi**3 * np.exp(-time / tau)) - 1) < 1e-2


# Moving steps: w'' + p w' + 1 = 0, w(0) = w(1) = 0, by finite differences
def moving_peak(p, intervals=2000):
    h = 1.0 / intervals
    n = intervals - 1
    bands = np.zeros((3, n))
    bands[0, 1:] = 1 / h**2 + p / (2 * h)
    bands[1, :] = -2 / h**2
    bands[2, :-1] = 1 / h**2 - p / (2 * h)
    w = solve_banded((1, 1), bands, -np.ones(n))
    i = int(np.argmax(w))
    slope = (w[i + 1] - w[i - 1]) / 2
    curvature = w[i + 1] - 2 * w[i] + w[i - 1]
    position = (i + 1 - slope / curvature) * h
    return position, w[i] - slope**2 / (2 * curvature), w, h


p_test = 0.1      # enlarged so that the small corrections can be resolved
position, height, w, h = moving_peak(p_test)
s = h * np.arange(1, len(w) + 1)
w_formula = ((1 - np.exp(-p_test * s)) / (1 - np.exp(-p_test)) - s) / p_test
assert np.max(np.abs(w - w_formula)) < 1e-8
shift_test = 0.5 - position
reduction_test = 1 - 8 * height
assert abs(shift_test / (p_test / 24) - 1) < 1e-2
assert abs(reduction_test / (p_test**2 / 72) - 1) < 1e-2

speed = F * L
p = speed * L / D
shift_sites = L * p / 24
reduction = p**2 / 72


# Random walks with deposition on a terrace L sites wide, periodic along steps
def grow(pairing, n_atoms, seed, width=100):
    """Return the number of hops and the fraction of atoms lost in pairs."""
    rng = random.Random(seed)
    rand = rng.random
    landing_rate, hop_rate = F * L * width, 4 * D
    atoms, landed, hops, pairs = [], 0, 0, 0
    while landed < n_atoms or atoms:
        landing = landing_rate if landed < n_atoms else 0.0
        r = rand() * (landing + hop_rate * len(atoms))
        if not atoms or r < landing:
            atoms.append([int(L * rand()), int(width * rand())])
            landed += 1
            i = len(atoms) - 1
        else:
            i = min(int((r - landing) / hop_rate), len(atoms) - 1)
            hops += 1
            direction = int(4 * rand())
            if direction < 2:
                atoms[i][0] += 2 * direction - 1
            else:
                atoms[i][1] = (atoms[i][1] + 2 * direction - 5) % width
        col, row = atoms[i]
        if col == 0 or col == L:
            atoms.pop(i)
        elif pairing and len(atoms) > 1:
            for j, (other_col, other_row) in enumerate(atoms):
                if j != i:
                    gap = abs(row - other_row)
                    if abs(col - other_col) + min(gap, width - gap) <= 1:
                        pairs += 1
                        for k in sorted((i, j), reverse=True):
                            atoms.pop(k)
                        break
    return hops, 2 * pairs / n_atoms


n_atoms = 600
hops, no_pairs = grow(False, n_atoms, seed=11)
mean_walk = F * hops / (4 * D * n_atoms)
assert no_pairs == 0
# statistical error is about 5 percent for 600 walkers
assert abs(mean_walk / mean - 1) < 0.2
_, paired_fraction = grow(True, n_atoms, seed=12)
assert paired_fraction > 0.08      # pairing would not be negligible

print(f"step spacing L = {L} sites")
print(f"flux F = {F} monolayer/s")
print(f"diffusion coefficient D = {D:.3g} sites^2/s")
print(f"total hop rate 4D = {4 * D:.3g} 1/s")
print(f"curvature magnitude F/D = {F / D:.3g} 1/sites^2")
print(f"excess coverage at x = {L // 4} sites: {quarter:.5e} (adatoms per site)")
print(f"peak excess coverage at x = {L // 2} sites: {peak:.5e} (adatoms per site)")
print(f"peak excess coverage in percent of a monolayer: {100 * peak:.4f} %")
print(f"mean excess coverage, lattice: {mean:.4e} (adatoms per site)")
print(f"supply to a step from each side FL/2 = {F * L / 2:.3g} atoms/s per step site")
print(f"step speed FL = {speed:.3g} sites/s")
print(f"relaxation time tau = {1e3 * tau:.4f} ms")
print(f"missing fraction of peak after {1e3 * time:.1f} ms: {missing:.5f}")
print(f"step travel during tau = {speed * tau:.5f} sites")
print(f"step-motion parameter p = vL/D = {p:.3g} (dimensionless)")
print(f"peak shift by step motion = {shift_sites:.5f} sites")
print(f"relative peak reduction by step motion = {reduction:.3e}")
print(f"test at p = {p_test}: peak shift / L = {shift_test:.6f}, "
      f"p/24 = {p_test / 24:.6f}")
print(f"test at p = {p_test}: relative reduction = {reduction_test:.4e}, "
      f"p^2/72 = {p_test**2 / 72:.4e}")
print(f"random walk, atoms deposited per run = {n_atoms}")
print(f"random walk without pairing, mean excess = {mean_walk:.2e} (adatoms per site)")
print(f"random walk with permanent pairing, fraction paired = {paired_fraction:.2f}")
print("all good")
```

Printed output:

```
step spacing L = 100 sites
flux F = 0.1 monolayer/s
diffusion coefficient D = 1e+06 sites^2/s
total hop rate 4D = 4e+06 1/s
curvature magnitude F/D = 1e-07 1/sites^2
excess coverage at x = 25 sites: 9.37500e-05 (adatoms per site)
peak excess coverage at x = 50 sites: 1.25000e-04 (adatoms per site)
peak excess coverage in percent of a monolayer: 0.0125 %
mean excess coverage, lattice: 8.3325e-05 (adatoms per site)
supply to a step from each side FL/2 = 5 atoms/s per step site
step speed FL = 10 sites/s
relaxation time tau = 1.0132 ms
missing fraction of peak after 5.0 ms: 0.00743
step travel during tau = 0.01013 sites
step-motion parameter p = vL/D = 0.001 (dimensionless)
peak shift by step motion = 0.00417 sites
relative peak reduction by step motion = 1.389e-08
test at p = 0.1: peak shift / L = 0.004166, p/24 = 0.004167
test at p = 0.1: relative reduction = 1.3886e-04, p^2/72 = 1.3889e-04
random walk, atoms deposited per run = 600
random walk without pairing, mean excess = 8.98e-05 (adatoms per site)
random walk with permanent pairing, fraction paired = 0.20
all good
```
